# Why averaging disordered metal rings removes h/e but preserves h/2e oscillations

## The situation

A small metal ring, cold enough for electrons to stay phase coherent around it, has a conductance that oscillates with the magnetic flux \(\Phi\) through its hole. One ring generally shows a component of period \(h/e\). In a long chain of nominally equal rings that component fades, and near zero field a period \(h/2e\) remains. The rings differ in their impurities, so the question is which interference phases depend on the impurities and which do not.

Let \(\varphi=2\pi\Phi/(h/e)\), so that \(h/2e\) corresponds to \(\varphi=\pi\). Lattice conductances are transmissions \(T\), in units of \(e^2/h\) per spin. Until stated otherwise, the field threads the hole but not the metal, and spin is conserved.

## Why h/e averages away

Take one passage through either arm. With the flux phase assigned to the upper arm, the amplitude is \(t=t_l+t_ue^{i\varphi}\), where \(t_{u,l}=|t_{u,l}|e^{i\alpha_{u,l}}\). Then

\[
|t|^2=|t_l|^2+|t_u|^2+2|t_ut_l|\cos(\varphi+\alpha_u-\alpha_l).
\]

The difference \(\alpha_u-\alpha_l\) belongs to one sample. Changing a path length by one Fermi wavelength, 0.46 nm in copper, shifts it by \(2\pi\).

Repeated passages restrict the phase of the complete oscillation. Reversing the flux transposes the scattering matrix, so \(T_{RL}(-\varphi)=T_{LR}(\varphi)\). Current conservation between two terminals gives \(T_{LR}=T_{RL}\). Hence \(T(-\varphi)=T(\varphi)\), and the \(h/e\) term is \(a_1\cos\varphi\), with \(a_1\) real but of sample-dependent sign. For \(N\) independent rings with zero mean \(a_1\), the cross terms in the squared average vanish:

\[
\Big\langle\Big(\frac1N\sum_i a_{1,i}\Big)^2\Big\rangle
=\frac{1}{N^2}\sum_i\langle a_{1,i}^2\rangle
=\frac{\langle a_1^2\rangle}{N}.
\]

The rms residue therefore falls as \(1/\sqrt N\).

That the mean is zero follows without the one-passage approximation. Flux multiplies forward travel through the upper arm by \(e^{i\varphi}\) and backward travel by \(e^{-i\varphi}\). Adding \(\pi\) to \(\varphi\) multiplies both by \(-1\), as does adding \(\pi\) to the arm's disorder phase:

\[
T(\varphi+\pi;\alpha_u)=T(\varphi;\alpha_u+\pi).
\]

If the ensemble is unchanged by this shift, \(\langle T(\varphi+\pi)\rangle=\langle T(\varphi)\rangle\). The harmonic \(e^{im\varphi}\) gains a factor \((-1)^m\), so odd harmonics of the mean vanish. Rings too similar to randomize the arm phase violate the condition and keep \(h/e\).

## Why h/2e survives

The argument permits even harmonics but does not supply them. Time-reversed closed paths do. Consider reflection back into the same channel, \(r=\sum_n c_ne^{in\varphi}\), where \(n\) counts net turns around the ring. A clockwise loop and its reverse meet the same impurities in opposite order and collect the same disorder phase. Formally, \(r(-\varphi)=r(\varphi)\), so \(c_{-1}=c_1\) in each sample, although \(\arg c_1\) is random. The pair contributes

\[
|c_1e^{i\varphi}+c_1e^{-i\varphi}|^2=4|c_1|^2\cos^2\varphi
=2|c_1|^2(1+\cos2\varphi).
\]

The random phase has cancelled, and the coefficient of \(\cos2\varphi\) cannot be negative. Energy averaging spares this pair too: an energy change \(\delta E\) adds \(\delta E\,t/\hbar\) to a path of duration \(t\), and the two durations are equal.

One ring also has \(h/2e\) terms from unrelated paths. These have random signs and average away like \(h/e\).

A field inside the metal breaks the pairing. In the limit where forward and backward arm phases \(\alpha,\alpha'\) are independent and uniform, the flux enters as \(\alpha+\varphi\) and \(\alpha'-\varphi\). Both shifts can be absorbed into the random phases, so the mean loses all flux dependence, while single rings still oscillate.

## A lattice test

The mechanism was tested on 3000 lattice rings, four sites wide, with arms of 18 and 22 columns. Site energies were random in an interval of width 2.0 in units of the hopping.

- The rms \(h/e\) amplitude of single rings is 0.178, while the mean over all rings is \(-0.0018\) with standard error 0.0032. Means over 25 rings have 0.193 of the single-ring rms, against the predicted \(1/\sqrt{25}=0.2\).
- The \(h/2e\) amplitude has rms 0.083 and mean \(-0.0178\pm0.0015\). The residual \(h/e\) rms equals this mean at \(N=(0.1779/0.0178)^2\approx100\) rings. Since \(N\) goes as the inverse square of a noisy mean, this is only a scale: another set of 2400 rings gives \(-0.0138\pm0.0016\) and \(N\approx165\).
- Clockwise and reversed loop amplitudes have correlation 1, although the magnitude of their mean is 0.019 of their rms.
- With a flux phase of 0.3 rad per lattice cell inside the metal, and disorder strength and contacts held fixed, that correlation falls to 0.009. The mean \(h/2e\) amplitude falls to 0.0003 in magnitude, compatible with zero given a sampling error of about 0.002, while the single-ring \(h/e\) rms is 0.218.
- For nearly identical rings, with disorder width 0.05, the \(h/e\) mean is 0.993 of its rms.

Summed over the four channels of one contact, same-channel return has a mean \(\cos2\varphi\) coefficient of 0.0256, whereas single-loop pairs alone give 0.0377. The full coefficient for each channel is \(2\,\mathrm{Re}\sum_n\langle c_{n+1}c_{n-1}^*\rangle\), so terms with \(n\ne0\) supply the remaining \(-0.0121\). Since reflection and transmission add to a constant, total reflection must carry \(+0.0178\), and reflection into other channels therefore carries \(-0.0078\). The sampling errors are about 0.0025 for the same-channel coefficient, 0.001 for the pair term and 0.0015 for the other channels, so the signs are established but the last digits are not. Part of the extra return is taken from other reflections, the rest from transmission.

## Size in a diffusive metal

For many channels and \(k_F\ell\gg1\), with \(\ell\) the elastic path, the leading correction comes from one path interfering with its reverse. Let \(V\) be the volume, \(\nu\) the density of states per spin and unit volume, \(\tau\) the elastic time and \(D=v_F^2\tau/3\). With Green functions \(|G|^2=[\xi^2+(\hbar/2\tau)^2]^{-1}\), the Drude result per spin is

\[
\frac{e^2\hbar}{2\pi}\,\frac1V\sum_k v_x^2|G|^2
=\frac{e^2\hbar}{2\pi}\,\frac{v_F^2}{3}\,\nu\,\frac{2\pi\tau}{\hbar}=e^2\nu D .
\]

In the interference term the electron leaves with \(k\) and returns with \(-k\), so \(v_x^2\) becomes \(-v_x^2\) and \(|G|^2\) becomes \(|G|^4\), whose energy integral is \(4\pi\tau^3/\hbar^3\). Each scattering carries \(u=\hbar/(2\pi\nu\tau)\). One step of the paired walk has weight \(1-\tau(Dq^2+1/\tau_\varphi)\), with \(\tau_\varphi\) the coherence time. The geometric series of steps sums to \(u/[\tau(Dq^2+1/\tau_\varphi)]\). Multiplying these factors, and including two spins,

\[
\delta\sigma=-\frac{2e^2D}{\pi\hbar}\,\frac1V\sum_q\frac{1}{Dq^2+1/\tau_\varphi}.
\]

In a wire of cross-section \(A\), the sum over \(q\) divided by \(V\) is \(P(x,x)/(DA)\), where \((-\partial_x^2+1/L_\varphi^2)P=\delta\) and \(L_\varphi^2=D\tau_\varphi\). Since \(1/(\pi\hbar)=2/h\),

\[
\delta(\sigma A)=-\frac{2e^2}{h}\,2P(x,x).
\]

On an infinite line \(P=(L_\varphi/2)e^{-|x|/L_\varphi}\). On an isolated ring of circumference \(C\), returns after \(n\) turns carry the phase difference \(2n\varphi\) between a path and its reverse:

\[
2P=L_\varphi\sum_n e^{-|n|C/L_\varphi}e^{2in\varphi}
=L_\varphi+2L_\varphi e^{-C/L_\varphi}\cos2\varphi+\dots
\]

To first order, the resistance change is the local change of \(1/(\sigma A)\) weighted by the squared share of the current. Redistribution of current does not enter, because the classical distribution minimizes dissipation. Each arm carries half the current, giving weight \(1/4\), so the coefficient of \(\cos2\varphi\) is

\[
\delta R=\frac{2e^2}{h}\,\frac{1}{(\sigma A)^2}\,\frac C4\,2L_\varphi e^{-C/L_\varphi}.
\]

It is positive: without spin-orbit scattering, the \(h/2e\) resistance term peaks at zero flux.

## Spin-orbit scattering can reverse the sign

Suppose the spin is rotated by \(U\) along a loop. The reversed loop undoes the rotations in opposite order and gives \(U^\dagger\). The spin-averaged interference weight is \(\tfrac12\mathrm{Tr}[(U^\dagger)^\dagger U]=\tfrac12\mathrm{Tr}\,U^2=\cos\theta\), where \(\theta\) is the net rotation angle. The corresponding spatial rotation has trace \(1+2\cos\theta\). For isotropic random rotations its mean is \(p\) times the unit matrix, where \(p\) is the surviving spin polarization. Thus \(1+2\langle\cos\theta\rangle=3p\), and

\[
\langle\tfrac12\mathrm{Tr}\,U^2\rangle=\frac{3p-1}{2}.
\]

Random spin rotations gave 0.323 at \(p=0.546\) and \(-0.463\) at \(p=0.027\), against 0.319 and \(-0.46\) from the formula. With \(p=e^{-t/\tau_s}\) and spin diffusion length \(L_s=\sqrt{D\tau_s}\), \(P\) is replaced by \(\tfrac32P(L_t)-\tfrac12P(L_\varphi)\), where \(L_t^{-2}=L_\varphi^{-2}+L_s^{-2}\).

## A chain of copper rings

Take 400 rings at 1 K with mean diameter 400 nm and wire section 50 nm × 30 nm. The lengths \(\ell=30\) nm, \(L_\varphi=1000\) nm and \(L_s=500\) nm are rough typical inputs. A free-electron estimate gives \(k_F\ell=408\), resistivity 2.19 µΩ cm and ring resistance 4.59 Ω. With \(C=1257\) nm, \(\sigma A=C/(4R)=6.85\times10^{-8}\) S m. The field periods are 32.9 mT for \(h/e\) and 16.5 mT for \(h/2e\).

For an isolated ring without spin-orbit scattering, \(e^{-C/L_\varphi}=0.285\), so

\[
\delta R=\frac{7.75\times10^{-5}}{(6.85\times10^{-8})^2}\,
\frac{1.257\times10^{-6}}{4}\,(2\times10^{-6})(0.285)\ \Omega
\approx2.96\ \mathrm{m\Omega}.
\]

Attaching a wire 2500 nm long, with a closed far end, to each junction raises this to 3.66 mΩ; endless wires would give 3.47 mΩ. Eliminating a wire adds an absorbing term at its junction, which lowers the contribution from inside the ring. Loops that start in the wires also encircle the hole, however, and there the current weight is 1 instead of \(1/4\). The total shows that this gain outweighs the loss. Neighbouring rings are taken to be too far away to share coherent loops.

Spin-orbit scattering changes the amplitude to \(-1.51\) mΩ, so the \(h/2e\) resistance term has its minimum at zero flux. This sign depends on the assumed \(L_s\): with the other inputs fixed, the amplitude passes through zero near \(L_s=1000\) nm and is positive for longer \(L_s\). Halving the mesh density shifts the wire-attached amplitudes by at most 0.0033 mΩ. The closed wire end matters more: endless wires would give \(-1.41\) mΩ instead of \(-1.51\) mΩ, and so would a regular chain with 5000 nm of wire between rings.

For comparison, assume an \(h/e\) conductance amplitude of \(e^2/h\) per ring. This is a scale, not a computed copper value. Since \(|\delta R|=R^2|\delta G|\), it corresponds to 0.816 mΩ in one ring and \(0.816/\sqrt{400}=0.041\) mΩ per ring in the chain. The \(h/2e\) term is then roughly 35 times larger. In a single ring near zero field the two terms are comparable, so both periods would appear there. The thermal length \(\sqrt{\hbar D/k_BT}=347\) nm is shorter than an arm, 628 nm, so energy averaging makes \(h/e\) smaller than it would be at zero temperature.

## What real chains change, and what to do

**Field in the metal.** Across a wire of width \(w\), the paired walk has a mean squared wave-vector shift \((2eB/\hbar)^2w^2/12=1/L_B^2\), so \(L_B=\sqrt3\hbar/(ewB)\). At one \(h/2e\) period \(L_B\) is about 1390 nm. Adding \(1/L_B^2\) to \(1/L_\varphi^2\) reduces the amplitude from 1.51 to 0.69 mΩ in magnitude. This is an estimate, since \(\ell\) is not much smaller than \(w\). With smooth walls, paths bouncing between them partly cancel the flux they collect; \(L_B\) is then nearer 1680 nm and the amplitude about 0.86 mΩ. By the third period both estimates fall to about 0.05 mΩ or less, no longer clear of the \(h/e\) scale left in the chain. This fast decay owes much to the near cancellation of the \(\tfrac32P(L_t)\) and \(\tfrac12P(L_\varphi)\) terms at the assumed \(L_s\); without spin-orbit scattering the third period would keep 0.16 to 0.31 mΩ. With these inputs, look for \(h/2e\) within the first two periods on either side of zero field; in any case, use narrow wires.

**Unequal holes.** A relative area spread \(s\) produces a phase spread \(2\pi ps\) at the \(p\)-th \(h/2e\) period. Keep \(2\pi ps\) well below one, or the surviving oscillation is averaged away too: for a Gaussian spread, \(ps=0.1\) leaves 82% of it and \(ps=0.2\) only 45%.

**Coherence.** Thermal voltage noise along a length \(L\), acting for \(L^2/D\), gives a squared phase of order \(e^2k_BTL^3/(\hbar^2\sigma AD)\). With the numerical prefactor set to one, this reaches one at about 3200 nm. The assumed 1000 nm therefore suggests further dephasing, for which magnetic impurities are one candidate. Since the amplitude depends exponentially on \(C/L_\varphi\), measure \(L_\varphi\) in the same film before choosing the diameter.

**Operating temperature.** A rough phonon path \(\ell_{in}=40\) nm, close to the room-temperature value for copper, gives \(L_\varphi=\sqrt{\ell\ell_{in}/3}\approx20\) nm and a loop factor of about \(5\times10^{-28}\), with \(\ell\) kept at 30 nm. At 350 K the path is nearer 32 nm, giving 18 nm and about \(3\times10^{-31}\). Phonon scattering also shortens the path that enters \(D\), which makes the factor smaller still. Diffusion theory is outside its range at such a short length, but the conclusion is safe: these oscillations are a low-temperature probe of coherence and spin scattering, not a correction to the resistance of a working interconnect.

To study sample-specific interference, measure one ring. To isolate the time-reversed contribution, average many more rings than the squared ratio of single-ring \(h/e\) rms to mean \(h/2e\) amplitude, and separate them by about \(3L_\varphi\) or more, so that few coherent loops reach a neighbouring ring. In the copper example without spin-orbit scattering, connecting wires only \(L_\varphi\) long would lower the \(h/2e\) amplitude by about a quarter. The numerical output below lists most of the values used.

## Computed values

```
lattice: width 4, arms 18 and 22 columns, 3000 rings
energy 0.2, disorder 2.0, contact 0.3 (hopping)
half-quantum identity, largest error: 2.2e-15 e2/h
mean transmission: 0.4461 e2/h
h/e amplitude, rms of single rings: 0.1779 e2/h
h/e amplitude, mean of all rings: -0.0018 e2/h
h/e standard error of mean: 0.0032 e2/h
h/e rms for 25-ring means / single rings: 0.193
h/2e amplitude, rms of single rings: 0.08343 e2/h
h/2e amplitude, mean of all rings: -0.0178 e2/h
h/2e standard error of mean: 0.0015 e2/h
rings for equal h/e rms and h/2e mean: 99.4
correlation of upper and lower paths: 0.0095
correlation of time-reversed loops: 1
loop amplitude, |mean|/rms: 0.019
same-channel return, mean h/2e term: 0.0256 e2/h
part predicted by single-loop pairs: 0.0377 e2/h
field in metal, flux phase per cell: 0.3 rad
field in metal: loop correlation: 0.0091
field in metal: h/e rms: 0.218 e2/h
field in metal: |mean h/2e|: 0.00027 e2/h
nearly identical rings: h/e |mean|/rms: 0.993
spin polarization 0.546: pair weight 0.323
spin polarization 0.027: pair weight -0.463
Cu ring: diameter 400 nm, wire 50 x 30 nm
elastic path 30 nm, coherence length 1000 nm
spin length 500 nm, temperature 1 K
circumference: 1257 nm
Fermi wavelength: 0.462 nm
k_F times elastic path: 408
diffusion constant: 157 cm2/s
resistivity: 2.19 uOhm cm
ring resistance: 4.59 Ohm
h/e field period: 32.9 mT
h/2e field period: 16.5 mT
loop factor exp(-C/L): 0.285
h/2e per ring, isolated, no spin-orbit: 2.96 mOhm
h/2e per ring, wires, no spin-orbit: 3.66 mOhm
h/2e per ring, wires and spin-orbit: -1.51 mOhm
largest shift on halving mesh density: 0.0033 mOhm
h/e scale of one ring (e2/h assumed): 0.816 mOhm
h/e scale per ring in chain of 400: 0.041 mOhm
field length at one h/2e period: 1.39e+03 nm
h/2e per ring with that field in metal: -0.687 mOhm
thermal length: 347 nm
electron-electron dephasing length scale: 3.2e+03 nm
phonon path near 350 K (rough input): 40 nm
coherence length near 350 K: 20 nm
loop factor near 350 K: 5e-28
```
